Equivalent time at peak temperature of a triangular thermal spike

**The physical situation**

After ion implantation a silicon wafer is heated to repair the crystal and to activate the dopant. Heat also makes atoms diffuse, so in a spike anneal the lamps drive the wafer to a peak temperature and then let it cool at once. The wafer spends no finite time at the peak. Yet diffusivities and reaction rates are stated at fixed temperature, and one wants to know how long an anneal held at the peak would have done the same work.

Let the temperature rise linearly from a base T0 to a peak Tp at rate a, and then fall linearly to T0 at rate b. Both rates are positive numbers in K/s. With t = 0 at the peak,

T(t) = Tp + a t for −(Tp − T0)/a ≤ t ≤ 0,
T(t) = Tp − b t for 0 ≤ t ≤ (Tp − T0)/b.

The process has the rate

k(T) = k0 exp(−E/(kB T)),

with one activation energy E and a constant prefactor k0. Temperatures are absolute. Three abbreviations will be used:

ε = kB Tp/E,
ΔT = kB Tp²/E = ε Tp,
u0 = (E/kB)(1/T0 − 1/Tp).

The number ε is small when the activation energy is large. ΔT is a temperature width, and e^(−u0) is the rate at the base divided by the rate at the peak.

**Definition.** The equivalent time t_eq is the time at constant Tp that gives the same time integral of k as the spike:

k(Tp) t_eq = ∫ k(T(t)) dt.

Dividing by k(Tp) removes k0:

t_eq = ∫ exp[−(E/kB)(1/T(t) − 1/Tp)] dt.  (1)

**Lemma 1: why the integral is the right measure**

*Statement.* (i) Let X obey dX/dt = k(T) f(X), where f does not depend on temperature and is smooth enough for the solution to be unique. Then the spike and an anneal of length t_eq at Tp, started from the same X, end at the same X. (ii) The same holds for a concentration C(x,t) obeying ∂C/∂t = D(T) ∂²C/∂x², if D has the Arrhenius form above, is uniform in space and does not depend on C, and if the boundary conditions, written as conditions on C and its gradient, do not change with time or temperature. A fixed surface concentration or a closed surface is allowed; a prescribed nonzero flux is not, because the gradient it demands varies as 1/D(T).

*Proof.* Define θ(t) as the integral of k from the start of the anneal to time t. Since k is positive, θ grows steadily and can replace t as the variable. With dθ = k dt,

dX/dθ = (dX/dt)/(dθ/dt) = k f(X)/k = f(X).

Temperature has disappeared. The final X depends on the initial X and the final θ alone, and by definition the two anneals have the same final θ. For diffusion, use s = ∫ D dt instead. Then ∂C/∂s = ∂²C/∂x², and the argument is the same. ∎

As a numerical test, take the second-order reaction dX/dt = −k X² with X = 1 at the start and k(Tp) = 3 s⁻¹. For the example treated below, t_eq = 0.6689 s. At constant temperature 1/X grows at the rate k, so

X = 1/(1 + 3 × 0.6689) = 0.3326.

Direct integration of the reaction through the spike gives 0.332589, equal to the isothermal value in all printed digits.

The lemma covers one process at a time. Two processes with different activation energies have different equivalent times, so no single isothermal anneal at Tp reproduces both.

**Lemma 2: from time to temperature**

*Statement.* For the triangular spike,

t_eq = (1/a + 1/b) ΔT J,
J = ∫₀^u0 e^(−u) (1 + εu)⁻² du.  (2)

*Proof.* On the heating ramp dt = dT/a. On the cooling ramp dt = −dT/b, and T runs from Tp down to T0; exchanging the limits cancels the minus sign. The integrand of (1) depends on time through T alone, so both ramps give the same temperature integral:

t_eq = (1/a + 1/b) ∫ from T0 to Tp of exp[−(E/kB)(1/T − 1/Tp)] dT.

Now take the exponent as the new variable:

u = (E/kB)(1/T − 1/Tp) = (1/ε)(Tp/T − 1).

Solving for T gives

T = Tp/(1 + εu),
dT = −ε Tp (1 + εu)⁻² du = −ΔT (1 + εu)⁻² du.

At T = Tp, u = 0; at T = T0, u = u0. The lower temperature limit is the upper limit in u, and exchanging the limits again absorbs the minus sign. This is (2). ∎

No approximation has been made so far. The heating and cooling rates enter through 1/a + 1/b for any values of ε and u0.

**Theorem**

*Statement.* Under the assumptions above,

t_eq = (kB Tp²/E)(1/a + 1/b)(F − δ),  (3)

with

1 − 2ε < F < 1 − 2ε + 6ε²,
0 < δ < e^(−u0) (T0/Tp)².

Hence, if ε ≪ 1 and also u0 ≫ 1,

t_eq ≈ (kB Tp²/E)(1/a + 1/b).  (4)

*Proof.* Split J into the integral to infinity minus the tail:

F = ∫₀^∞ e^(−u) (1 + εu)⁻² du,
δ = ∫ from u0 to ∞ of e^(−u) (1 + εu)⁻² du.

For the tail, (1 + εu)⁻² decreases with u, so it is smaller than its value at u0. The definition of u gives 1 + εu0 = Tp/T0. Therefore

δ < (T0/Tp)² ∫ from u0 to ∞ of e^(−u) du = (T0/Tp)² e^(−u0).

For F we need bounds on (1 + y)⁻² with y > 0. Multiply each proposed bound by (1 + y)² = 1 + 2y + y²:

(1 − 2y)(1 + 2y + y²) = 1 − 3y² − 2y³ < 1,
(1 − 2y + 3y²)(1 + 2y + y²) = 1 + 4y³ + 3y⁴ > 1.

In the second line the terms in y cancel, and those in y² add to 1 − 4 + 3 = 0. Dividing by (1 + y)² gives

1 − 2y < (1 + y)⁻² < 1 − 2y + 3y².

Set y = εu, multiply by e^(−u) and integrate. The integrals from zero to infinity of e^(−u), u e^(−u) and u² e^(−u) are 1, 1 and 2. The lower bound becomes 1 − 2ε and the upper bound 1 − 2ε + 3ε² × 2. ∎

**Remark 1: both conditions are needed**

A large activation energy alone does not justify (4). The exponential must also have room to decay before the ramp reaches the base. Let h = Tp − T0 be the height of the spike. Then

u0 = (E/kB) h/(T0 Tp) = (Tp/T0)(h/ΔT),

so u0 ≫ 1 requires the base to lie many widths ΔT below the peak, up to the factor Tp/T0.

In the opposite limit, h ≪ ΔT, the rate hardly changes during the spike. Then J ≈ u0 ≈ h/ΔT, and (2) gives

t_eq ≈ h (1/a + 1/b),

which is the whole duration of the spike. Between these limits, with ε small, J ≈ 1 − e^(−u0).

**Remark 2: what the width means**

The time that the triangle spends within ΔT of its peak is ΔT/a + ΔT/b, provided that h ≥ ΔT. This is the leading formula (4). It does not follow that all the work is done within that interval. To leading order in ε the temperature Tp − ΔT corresponds to u = 1, and for a deep base (u0 ≫ 1) the share of the integral above it is 1 − e⁻¹, about 63 %. The rest comes from lower temperatures.

The slower ramp contributes more. The shares of heating and cooling are in the ratio (1/a) to (1/b), so making the heating very fast at fixed b leaves the cooling part untouched.

**Remark 3: a closed form**

F can be written with the exponential integral of order two,

E2(z) = ∫ from 1 to ∞ of e^(−zs) s⁻² ds.

Put x = 1/ε and s = 1 + u/x in F. Then du = x ds and e^(−u) = e^x e^(−xs), so

F = x e^x E2(x).

The finite base subtracts δ. Here s starts at 1 + εu0 = Tp/T0. Writing s = (Tp/T0) r gives ds/s² = (T0/Tp) dr/r², and hence

δ = x e^x (T0/Tp) E2(x Tp/T0).

This form was tested against direct time integration of (1) at peaks of 1323.15 K and 1573.15 K. The second peak had heating and cooling rates of 10⁶ and 2 × 10⁵ K/s, which are millisecond conditions. For activation energies of 1.5, 3.5 and 5 eV and bases of 300 K, 900 K and 50 K below the peak, the two agreed to better than one part in 10⁷.

**Remark 4: a spike on top of a preheated wafer**

In millisecond annealing the wafer is often first brought to an intermediate temperature, and a flash or laser pulse then heats its surface. Let T0 be that temperature and t_h the time for which it is held. By (1), the hold adds

t_h e^(−u0)

to the equivalent time at Tp. Slow ramps to and from T0, at rates a′ and b′ and starting and ending far below T0, add approximately

(kB T0²/E)(1/a′ + 1/b′) e^(−u0),

because (4) applies to them with T0 as their peak, and e^(−u0) converts time at T0 into time at Tp. These terms do not shrink when the pulse is made faster. At fixed T0, Tp and hold, there is thus a pulse speed beyond which the preheating dominates. If the pulse is close to a triangle down to several widths ΔT below its peak, and has no long tail below that, (4) describes the whole treatment when both terms are small compared with it; u0 ≫ 1 by itself does not ensure this. A surface that cools by conduction into the wafer does not follow a straight line: once the pulse is over, its temperature falls ever more slowly. Its temperature trace should therefore be put directly into (1).

**Remark 5: sensitivity to the peak temperature**

Let B be the time integral of k. At fixed T0, a and b,

B = (1/a + 1/b) ∫ from T0 to Tp of k(T) dT.

Differentiating with respect to the upper limit gives dB/dTp = (1/a + 1/b) k(Tp). Since B = k(Tp) t_eq,

d ln B/dTp = (1/a + 1/b)/t_eq = 1/[ΔT (F − δ)].  (5)

For a high spike, an error of ΔT in the peak thus changes the thermal budget by a factor of roughly e.

**Worked example: a boron marker in silicon**

Consider a thin boron-doped layer buried in undamaged silicon, away from the surface, with a boron concentration near 10¹⁸ cm⁻³. It receives a spike from 600 °C to 1050 °C, with a = 250 K/s and b = 80 K/s. The boron diffusivity is given the rough values E = 3.5 eV and prefactor 1 cm²/s.

With Tp = 1323.15 K,

kB Tp = 8.617 × 10⁻⁵ × 1323.15 = 0.1140 eV,
ε = 0.1140/3.5 = 0.0326,
ΔT = ε Tp = 43.1 K,
1/a + 1/b = 0.00400 + 0.01250 = 0.01650 s/K.

The leading formula gives

t_eq ≈ 43.10 × 0.01650 = 0.711 s.

The factor 1 − 2ε = 0.935 lowers this to 0.665 s, and the upper bound of the theorem, with 6ε² = 0.0064 added to that factor, gives 0.669 s. The full integral is 0.6689 s, just below the upper bound. The leading formula is 6.3 % too long relative to the full integral. The base is at u0 = 15.8, and the fraction lost below it is 6 × 10⁻⁸. The spike lasts 7.4 s in all, but for this process it is worth about two thirds of a second at the peak.

The share of t_eq gathered within ΔT of the peak is 66.6 %, slightly above the leading value of 63 %. The excess is of first order in ε. At T = Tp(1 − ε) the upper limit is u = 1/(1 − ε) ≈ 1 + ε. Expanding the integral to that limit and dividing by F gives

[1 − e⁻¹ − 2ε(1 − 2e⁻¹) + εe⁻¹]/(1 − 2ε) ≈ 1 − e⁻¹ + 3εe⁻¹ = 0.668.

If the spike started 50 K below the peak, with Tp, a, b and E unchanged, t_eq would be 0.483 s. The leading formula would still give 0.711 s, although ε is the same. For a process with E = 5 eV in the original spike, t_eq is 0.477 s: a higher activation energy narrows the effective part of the spike.

The diffusivity at the peak is

D(Tp) = 1 × exp(−3.5/0.11402) = 4.66 × 10⁻¹⁴ cm²/s = 4.66 nm²/s,

and ∫ D dt = 4.664 × 0.6689 = 3.12 nm². A Gaussian profile of standard deviation σ stays Gaussian in linear diffusion, and σ² grows by 2∫ D dt. A marker with σ = 5 nm therefore ends with

σ = √(25 + 6.24) = 5.59 nm.

A numerical solution of the diffusion equation through the full temperature history differs from this Gaussian by at most 5 × 10⁻⁵ of the maximum concentration.

Both results assume Fick's law. Real boron moves in separate jumps, each carried by an interstitial. If the typical jump is as long as the broadening of 2.5 nm or longer, σ² still grows by 2∫ D dt, but the profile is no longer Gaussian and has wider tails.

**How far a real anneal departs from the model**

The peak and the ramp rates are in the rough range of lamp-heated spike annealing. The following estimates change one assumption at a time.

*Rounded tip.* A wafer cannot reverse its slope instantly. Let the slope pass linearly from +a to −b during 0.5 s, with the same highest temperature. At each temperature the wafer now moves no faster than on the sharp triangle, so t_eq must grow. It becomes 0.889 s, an increase of 33 %. For these numbers the shape of the tip matters more than the correction 2ε, and a measured temperature trace should be put directly into (1).

*Radiative cooling.* If the wafer cools by radiation to cold surroundings, with constant heat capacity and emissivity, its cooling rate is b(T/Tp)⁴. Then dt acquires the factor (Tp/T)⁴ = (1 + εu)⁴, and the cooling part of the integral, with a deep base, becomes

(ΔT/b) ∫₀^∞ e^(−u) (1 + εu)² du = (ΔT/b)(1 + 2ε + 2ε²).

The total t_eq is then 0.737 s, which is 10 % longer.

*Peak error.* Equation (5) gives 0.01650/0.6689 = 0.0247 per kelvin, or 2.5 %/K. A peak 5 K too high raises the budget by 13 %.

*Doping.* Boron diffuses faster where holes are abundant. For an estimate, take its diffusivity proportional to p/ni, where p is the hole density and ni the intrinsic density. For N ionized acceptors, neutrality reads p − ni²/p = N, whose positive solution is

p/ni = N/(2ni) + √[(N/(2ni))² + 1].

Rough band parameters give ni = 1.3 × 10¹⁹ cm⁻³ at the peak. At the peak the marker then has p/ni = 1.04, a small effect; the built-in electric field, left out here, would add about as much again. At 10²⁰ cm⁻³ the factor p/ni is about 8, and the field would nearly double the effective diffusivity. These figures assume nondegenerate holes. At 10²⁰ cm⁻³ the Fermi level lies only about one kB T above the valence band edge, so they are rough: with Fermi–Dirac statistics the corresponding Fermi-level factor is nearer 9 than 8. The diffusivity then depends on concentration, and through ni this dependence changes with temperature, so Lemma 1 no longer applies.

*Implantation damage.* This is the largest effect estimated here, and it is why the example uses undamaged silicon. Suppose that a shallow implant released Q = 10¹⁵ cm⁻² silicon interstitials at depth R = 4 nm, and that the surface absorbed them perfectly. Let C_I be their excess concentration, D_I their diffusivity, and W(x) = ∫ D_I C_I dt. Integrating their diffusion equation over the whole anneal, with no excess left at the end, gives

d²W/dx² = −Q δ(x − R), W(0) = 0,

where δ(x − R) is now the Dirac delta function. Far below the source there is no net flow, so dW/dx = 0 there. The slope is therefore Q above the source and zero below it, and W = QR at every depth beyond R. This is the limit of a very long anneal. In a finite anneal it holds only at depths small compared with the interstitial diffusion length L = √(∫ D_I dt). For L = 300 nm less than 1 % of the interstitials remain, yet W has fallen to about half of QR at a depth of 300 nm. The marker is taken to lie much shallower than L.

Boron carried by interstitials diffuses faster in proportion to C_I. Its extra diffusion therefore equals that of a normal anneal lasting W divided by the equilibrium value of D_I C_I. That value is the interstitial part of the self-diffusivity, roughly 5 × 10⁻¹⁶ cm²/s at the peak, times the atom density 5 × 10²² cm⁻³:

10¹⁵ × 4 × 10⁻⁷/(5 × 10⁻¹⁶ × 5 × 10²²) = 16 s.

This is about 24 times the equivalent time of the spike. It would give an rms broadening of 12 nm, against 2.5 nm from the spike alone. The estimate leaves out trapping, clustering and recombination in the bulk. It also treats the release as if it happened at the peak temperature. Interstitials released earlier, on the heating ramp, cause more boron diffusion, because the interstitial part of the self-diffusivity has an activation energy near 5 eV, higher than that of boron diffusion. With 5 eV, release at 900 °C would raise the extra ∫ D dt about fivefold; with 4.7 eV, about fourfold. The estimate is therefore rough, but it shows that for freshly implanted boron, (4) measures the ordinary thermal part of the diffusion, which may be the smaller part.

The numerical output below lists the inputs and results of the example.

Values computed for the example and the checks

```
peak temperature Tp: 1323.15 K = 1050 C
base temperature T0: 873.15 K = 600 C
heating rate a: 250 K/s
cooling rate b: 80 K/s
activation energy E: 3.5 eV
diffusion prefactor: 1.0 cm^2/s
kB: 8.617333e-05 eV/K
kB Tp: 0.11402 eV
eps = kB Tp/E: 0.03258
width kB Tp^2/E: 43.10 K
1/a + 1/b: 0.01650 s/K
u0 at the base: 15.82
t_eq, leading formula: 0.7112 s
t_eq, with factor 1-2eps: 0.6649 s
t_eq, full integral: 0.6689 s
leading formula too long by: 6.33 %
fraction lost below base: 6.0e-08
share of t_eq within one width of peak: 66.6 %
t_eq if base is 50 K below peak: 0.4830 s
t_eq for a process with E = 5 eV: 0.4766 s
total duration of spike: 7.425 s
reaction test, rate constant at peak: 3.0 1/s
reaction test, left after spike: 0.332589
reaction test, left after isothermal: 0.332589
boron diffusivity at peak: 4.664e-14 cm^2/s
boron diffusivity at peak: 4.664 nm^2/s
integral of D over time: 3.120 nm^2
rms broadening sqrt(2 D t_eq): 2.498 nm
marker sigma before: 5.00 nm
marker sigma after: 5.589 nm
profile mismatch, of maximum: 5.0e-05
tip rounding time: 0.5 s
t_eq with rounded tip: 0.8892 s
change by rounded tip: +32.9 %
t_eq with radiative cooling: 0.7372 s
change by radiative cooling: +10.2 %
budget sensitivity d ln B/dTp: 2.47 %/K
budget change for peak +5 K: +13.1 %
rough gap at peak temperature: 0.7 eV
rough mean density of states, 300 K: 3e+19 cm^-3
intrinsic density ni at peak: 1.29e+19 cm^-3
p/ni at doping 1e+18 cm^-3: 1.039
p/ni at doping 1e+20 cm^-3: 7.88
added implant, interstitial dose: 1e+15 cm^-2
added implant, source depth: 4 nm
rough interstitial self-diffusion: 5e-16 cm^2/s
silicon atom density, rough: 5e+22 cm^-3
implant-damage equivalent time: 16.0 s
ratio to t_eq of spike: 23.9
rms broadening by damage: 12.2 nm
```
